# Silylene–hydrogen insertion rate from silane decomposition by detailed balance

## Result

For the elementary gas reaction

$$\mathrm{SiH_4\,(+M)\rightleftharpoons SiH_2+H_2\,(+M)}$$

the insertion rate constant is

$$k_{\rm ins}(T,[M])=\frac{k_{\rm dec}(T,[M])}{K_c(T)},\qquad K_c=K^\circ\,\frac{p^\circ}{k_BT},\qquad K^\circ=e^{-\Delta G^\circ/k_BT}. \tag{1}$$

Here $k_{\rm dec}$ is the decomposition rate constant in s⁻¹, $K_c$ is a number density in cm⁻³, and $k_{\rm ins}$ is in cm³/s. $\Delta G^\circ$ is the Gibbs energy of the reaction per molecule, products minus reactant, and $p^\circ$ is the standard pressure at which it was evaluated. The conversion uses the reaction temperature $T$.

Four conditions apply. The gas is ideal. Translation, internal energy and bath share one temperature. Both rate constants refer to the same bath gas at the same density $[M]$. Internal energy relaxes much faster than silane decomposes. Under these conditions (1) holds at any pressure, up to a correction derived below, which is about $10^{-8}$ in the example.

In logarithmic form, convenient for coding,

$$\ln k_{\rm ins}=\ln k_{\rm dec}+\frac{\Delta G^\circ}{k_BT}-\ln\frac{p^\circ}{k_BT},$$

where the numerical values of $k_{\rm dec}$ and $p^\circ/k_BT$ are taken in s⁻¹ and cm⁻³. With $p^\circ$ in Pa and $k_B$ in J/K, $p^\circ/k_BT$ comes out in m⁻³ and must be multiplied by $10^{-6}$.

## The equilibrium constant and its standard pressure

Let $p_4,p_2,p_H$ be the partial pressures of SiH₄, SiH₂ and H₂, and $n_4,n_2,n_H$ their number densities. The chemical potential of an ideal gas is

$$\mu_j=G_j^\circ+k_BT\ln\frac{p_j}{p^\circ}.$$

Equilibrium of the reaction requires $\mu_2+\mu_H-\mu_4=0$, so

$$\Delta G^\circ+k_BT\ln\frac{(p_2/p^\circ)(p_H/p^\circ)}{p_4/p^\circ}=0 .$$

One factor $p^\circ$ survives in the logarithm, because two molecules form from one:

$$\frac{p_2p_H}{p_4}=K^\circ p^\circ .$$

Substituting $p_j=n_jk_BT$ gives

$$\frac{n_2n_H}{n_4}=\frac{1}{k_BT}\frac{p_2p_H}{p_4}=K^\circ\frac{p^\circ}{k_BT}=K_c .$$

For a reaction that changes the number of molecules by $\Delta\nu$, the same substitution gives $K_c=K^\circ(p^\circ/k_BT)^{\Delta\nu}$. Here $\Delta\nu=+1$.

The choice of standard pressure cannot affect a rate. Since $\mu_j$ at a given $p_j$ is fixed, changing $p^\circ$ to $p'$ requires $G_j'=G_j^\circ+k_BT\ln(p'/p^\circ)$. Two products minus one reactant leave one such term:

$$\Delta G'=\Delta G^\circ+k_BT\ln\frac{p'}{p^\circ},\qquad K'=K^\circ\frac{p^\circ}{p'},\qquad K'p'=K^\circ p^\circ .$$

The standard pressure is part of the thermochemical data. It is not the reactor pressure, which enters through $[M]$ in the two rate constants.

## Detailed balance

The net rate of decomposition per volume is

$$r=k_{\rm dec}n_4-k_{\rm ins}n_2n_H .$$

At equilibrium this channel must balance by itself, even if other reactions connect the same species. Setting $r=0$ gives $k_{\rm dec}/k_{\rm ins}=n_2n_H/n_4=K_c$, which is (1).

For a code that works in partial pressures, insert $n_j=p_j/k_BT$ and $k_{\rm ins}=k_{\rm dec}k_BT/(K^\circ p^\circ)$:

$$r=\frac{k_{\rm dec}}{k_BT}\left[p_4-\frac{p_2p_H}{K^\circ p^\circ}\right].$$

The bracket has the unit of pressure, and it vanishes at the correct composition.

This argument fixes the ratio at equilibrium. Using it elsewhere requires that the same two constants describe the reaction away from equilibrium. This is not evident at low pressure, where collisions cannot keep energetic silane at its Boltzmann population.

## Why the relation survives in fall-off

Divide silane into energy groups $i$ with populations $y_i$. Let $f_i$ be the Boltzmann fractions at $T$, with $\sum_if_i=1$; let $\kappa_i$ be the dissociation rate from group $i$, and $C_{ij}$ the collisional rate from $j$ to $i$. Then

$$\frac{dy}{dt}=-Jy+s,\qquad J_{ij}=\delta_{ij}\Big(\kappa_j+\sum_{l}C_{lj}\Big)-C_{ij}.$$

The source $s_i$ is formation from SiH₂ and H₂. For thermal reactants it has the form $b_in_2n_H$. At equilibrium $y_i=f_in_4$, and formation into each group balances dissociation from it. Hence $b_in_2n_H=\kappa_if_in_4$, or

$$b_i=\frac{\kappa_if_i}{K_c},\qquad s_i=\frac{\kappa_if_i}{K_c}\,n_2n_H .$$

The coefficient $b_i$ does not depend on composition, so this source also holds away from equilibrium.

Collisions with a bath at $T$ obey $C_{ij}f_j=C_{ji}f_i$. With $F={\rm diag}(f_i)$, the matrix $JF$ is therefore symmetric, and $JF=FJ^{T}$. Let $x$ be the slowest decay mode, $Jx=\lambda x$, and write $x=Fu$. Then

$$FJ^Tu=JFu=\lambda Fu\quad\Rightarrow\quad J^Tu=\lambda u .$$

Thus $u$ is the left eigenvector belonging to $x$, and it is orthogonal to all other right eigenvectors. Multiplying the population equation by $u^T$ extracts the amplitude $a=u^Ty/u^Tx$ of the slow mode:

$$\frac{da}{dt}=-\lambda a+\frac{u^Ts}{u^Tx},\qquad u^Ts=\frac{n_2n_H}{K_c}\sum_i\kappa_ix_i .$$

The last sum follows from conservation of molecules in collisions. Each column of $J$ adds up to $\sum_iJ_{ij}=\kappa_j$, because the collision terms cancel. Summing $Jx=\lambda x$ over its components gives

$$\sum_j\kappa_jx_j=\lambda\sum_jx_j .$$

The number density in the slow mode is $N=a\sum_ix_i$. Multiplying the amplitude equation by $\sum_ix_i$ yields

$$\frac{dN}{dt}=-\lambda N+\frac{\lambda}{K_c}\,\eta\,n_2n_H,\qquad \eta=\frac{(\sum_if_iu_i)^2}{\sum_if_iu_i^2}. \tag{2}$$

So $k_{\rm dec}=\lambda$ and $k_{\rm ins}=\eta\lambda/K_c$. With $\bar u=\sum_if_iu_i$,

$$1-\eta=\frac{\sum_if_i(u_i-\bar u)^2}{\sum_if_iu_i^2}\ge0 .$$

The ratio $u_i=x_i/f_i$ measures depletion relative to Boltzmann. It departs strongly from its common value where dissociation outruns collisions, but those groups carry very little weight $f_i$. In the example at 900 K and 1 Torr, $1-\eta=1.6\times10^{-8}$, and (1) follows from (2). The correction is of the order of $\lambda$ divided by the next decay rate of $J$ and grows quickly on heating: in the same model at 1 Torr it is about $10^{-3}$ at 1500 K and 0.03 at 2000 K. The small remainder is not lost: at equilibrium it sits in the fast modes, and the total silane density satisfies the equilibrium law.

### The two pressure limits

At high pressure collisions keep $u_i$ constant, so

$$k_{\rm dec}^{\infty}=\sum_i\kappa_if_i,\qquad k_{\rm ins}^{\infty}=\sum_ib_i .$$

The second quantity is the capture rate constant: each newly formed silane molecule is stabilized.

At low pressure write $C_{ij}=[M]c_{ij}$ and call groups with $\kappa_i>0$ open. As $[M]\to0$, a molecule raised to an open group dissociates before another collision. Open populations are then of order $[M]$, and their return to closed groups is of order $[M]^2$. To leading order the closed groups decay by collisions alone:

$$k_{\rm dec}\to k_0[M],\qquad k_{\rm ins}\to\frac{k_0}{K_c}[M],$$

where $k_0$ is the smallest eigenvalue of the closed block of the collision operator per unit $[M]$, with transfer to open groups counted as loss. Both directions have the same pressure dependence and the same $K_c$.

## Temperature dependence

Define an activation energy at fixed $[M]$ by $E=k_BT^2\,(\partial\ln k/\partial T)_{[M]}$. From

$$\ln K_c=-\frac{\Delta G^\circ}{k_BT}+\ln p^\circ-\ln(k_BT)$$

and $d(\Delta G^\circ/T)/dT=-\Delta H^\circ/T^2$,

$$k_BT^2\frac{d\ln K_c}{dT}=\Delta H^\circ-k_BT=\Delta U^\circ .$$

The last equality holds because an ideal-gas reaction with $\Delta\nu=1$ has $\Delta H^\circ=\Delta U^\circ+k_BT$. Therefore

$$E_{\rm ins}=E_{\rm dec}-\Delta U^\circ=E_{\rm dec}-\Delta H^\circ+k_BT. \tag{3}$$

At fixed pressure $P$, $[M]=P/k_BT$ falls with temperature. If $m=\partial\ln k_{\rm dec}/\partial\ln[M]$, both activation energies change by $-mk_BT$. The slope $m$ is common to both constants because $K_c$ does not depend on $[M]$, so (3) keeps its form.

## Worked example: 900 K and 1 Torr

The molecular parameters are round model values in the rough range of silane; they are listed in the numerical output. The reaction energy at 0 K is 2.405 eV, and the saddle lies 0.050 eV above SiH₂ + H₂. Vibrations are harmonic and rotations classical.

The decomposition rates are $\kappa(E)=W^\ddagger(E)/[h\rho(E)]$, with $W^\ddagger$ the number of saddle states up to energy $E$ and $\rho$ the density of silane states, both including rotation. The energy groups are $\delta=100$ cm⁻¹ wide. Downward steps of size $\Delta$ have the rate $Z[M](e^{\delta/\alpha}-1)e^{-\Delta/\alpha}$, where $\alpha=300$ cm⁻¹ and $Z=3.0\times10^{-10}$ cm³/s. Upward rates follow from detailed balance. All colliders are treated alike.

### From thermochemistry to the insertion rate

At 900 K, $k_BT=0.07756$ eV. The model gives $\Delta H^\circ=2.5296$ eV and, at 1 bar, $\Delta S^\circ=17.2105\,k_B$. Thus

$$\Delta G^\circ=2.5296-0.07756\times17.2105=1.1948\ {\rm eV},$$

$$K^\circ=e^{-1.1948/0.07756}=2.038\times10^{-7}.$$

With $p^\circ/k_BT=8.048\times10^{18}$ cm⁻³ for 1 bar,

$$K_c=2.038\times10^{-7}\times8.048\times10^{18}=1.640\times10^{12}\ {\rm cm^{-3}}.$$

For 1 atm the factors are $2.012\times10^{-7}$ and $8.154\times10^{18}$ cm⁻³; for 1 Torr they are $1.529\times10^{-4}$ and $1.073\times10^{16}$ cm⁻³. Each product is the same $K_c$.

The slowest decay rate at 1 Torr is $k_{\rm dec}=4.947\times10^{-3}$ s⁻¹. Hence

$$k_{\rm ins}=\frac{4.947\times10^{-3}}{1.640\times10^{12}}=3.02\times10^{-15}\ {\rm cm^3/s},$$

or $1.82\times10^{9}$ cm³/(mol s). In 0.1 Torr of H₂, whose density is $1.073\times10^{15}$ cm⁻³, the silylene lifetime against this reaction alone is $1/(k_{\rm ins}n_H)=0.31$ s.

### An insertion rate obtained without $K_c$

The same model can be run from the other side. Transition-state theory gives the capture rate constant from the partition functions $q$ per volume of the reactants and the saddle:

$$k_{\rm cap}=\frac{k_BT}{h}\,\frac{q^\ddagger}{q_{\rm SiH_2}q_{\rm H_2}}\,e^{-E_b/k_BT},\qquad E_b=0.050\ {\rm eV}.$$

Newborn silane is distributed in proportion to $W^\ddagger(E)e^{-E/k_BT}$. It then evolves under $J$ for a time $1000/(Z[M])$, long enough for relaxation and short compared with $1/\lambda$. The surviving fraction multiplies $k_{\rm cap}$. At 1 Torr this gives $1.993\times10^{-11}\times1.510\times10^{-4}=3.01\times10^{-15}$ cm³/s.

The comparison covers fall-off and temperature. Rate constants for insertion are in cm³/s.

| $T$ (K) | $p$ (Torr) | $k_{\rm dec}$ (s⁻¹) | $k_{\rm dec}/K_c$ | direct |
|---|---|---|---|---|
| 900 | 1 | 4.947e-3 | 3.016e-15 | 3.009e-15 |
| 900 | 100 | 2.605e-1 | 1.588e-13 | 1.584e-13 |
| 900 | 10000 | 5.185 | 3.161e-12 | 3.154e-12 |
| 800 | 1 | 1.729e-4 | 5.539e-15 | 5.524e-15 |
| 1000 | 1 | 6.495e-2 | 1.691e-15 | 1.688e-15 |

The two routes were required to agree within 1%. Their difference of 0.2 to 0.3% comes from the energy grid. With $G_j$ saddle states in group $j$, the open-state count at a group centre is $W_i=\sum_{j<i}G_j+G_i/2$. The thermal sum over $W_i$ then replaces the continuum factor $k_BT$ by

$$\delta\left[\frac12+\sum_{m\ge1}e^{-m\delta/k_BT}\right]=\frac{\delta}{2}\coth\frac{\delta}{2k_BT}\simeq k_BT\left[1+\frac{1}{12}\left(\frac{\delta}{k_BT}\right)^2\right].$$

At 900 K, $k_BT$ corresponds to about 626 cm⁻¹, so the excess is 0.21%, as found at all three pressures. This is the grid error of the comparison, not of the rate constants themselves. Those depend more strongly on $\delta$, which also sets the smallest collision step, so their listed digits belong to the model with $\delta=100$ cm⁻¹. Reducing $\delta$ to 25 cm⁻¹ lowers $k_{\rm dec}$ at 900 K by 13% at 1 Torr, 10% at 100 Torr and 7% at 10000 Torr.

From 1 to 100 Torr at 900 K, $k_{\rm dec}$ rises by a factor of 53, a mean logarithmic slope of 0.86. From 100 to 10000 Torr the mean slope is 0.65. The high-pressure value, 32.8 s⁻¹, has not been reached even at 10000 Torr.

### Composition and activation energy

Start with 0.1 Torr of pure silane in the bath at fixed volume, and let $\xi$ be the decomposed fraction when this channel alone reaches equilibrium. Minimizing the Helmholtz energy gives $\xi=0.0383$. This agrees with $n_0\xi^2/(1-\xi)=K_c$ for the initial density $n_0=1.073\times10^{15}$ cm⁻³. At that composition the decomposition flux divided by the directly calculated insertion flux is 1.002, the grid excess again.

At the fixed bath density $1.073\times10^{16}$ cm⁻³, $E_{\rm dec}=2.111$ eV and $\Delta U^\circ=2.452$ eV. Equation (3) gives $E_{\rm ins}=-0.341$ eV, and finite differences of the direct insertion rate give the same value. Subtracting $\Delta H^\circ$ without restoring $k_BT$ would give $-0.418$ eV. The negative sign means that insertion slows on heating at this density, despite the positive barrier. In the model the capture rate constant has an activation energy of $+0.15$ eV, so the sign comes from the surviving fraction, which falls on heating. The positive barrier is a model choice: for the real reaction the measured high-pressure insertion constant already has a slightly negative activation energy.

## Errors of implementation

For the example, inconsistent inputs have these effects on $k_{\rm ins}$:

- Combining $K^\circ$ for 1 bar with $p^\circ=1$ atm multiplies it by 0.987.
- Combining $K^\circ$ for 1 bar with the reactor pressure of 1 Torr as $p^\circ$ multiplies it by 750, the ratio of the two pressures.
- Using 298.15 K in $p^\circ/k_BT$ multiplies it by 0.331.
- Using the high-pressure $k_{\rm dec}$ to represent insertion at 1 Torr multiplies it by about 6600.

The last error disappears if the high-pressure constants are paired first and the same fall-off factor $k_{\rm dec}/k_{\rm dec}^\infty$ is then applied to both.

A separate fault is physical. If silane relaxes in a bath at 1000 K while SiH₂ and H₂ react at 900 K, the decomposition constant no longer belongs to $K_c(900\ {\rm K})$. At unchanged $[M]$, dividing one by the other overestimates the direct insertion rate by a factor of 15.9. The derivation fails here because no single Boltzmann distribution governs both the collisions and the source.

## Accuracy and the real reactor

At fixed $k_{\rm dec}$, raising $\Delta H^\circ$ by 0.05 eV lowers $K_c$ and multiplies $k_{\rm ins}$ by $e^{0.05/0.07756}=1.9$. If $k_{\rm dec}$ is recalculated with the same energy shift, part of this change can cancel; thermochemistry and kinetics should therefore share one energy scale.

The other sized corrections to $K_c$ are smaller. Diagonal anharmonicity of 1% in each silane mode, with fundamentals held fixed, raises the silane partition function by 1.3% and so raises $k_{\rm ins}$ by 1.3% at fixed $k_{\rm dec}$; couplings of the same size between different modes would add roughly another 1.7%. Its effect on the density of states near the threshold, and hence on $k_{\rm dec}$, is not included in that number. Quantum rotation of a rigid rotor raises the H₂ partition function by 3.3% and lowers $k_{\rm ins}$ by 3.2%; centrifugal distortion adds about 1.6% to the partition function. Triplet silylene, placed at 0.9 eV, has a relative weight of $3\times10^{-5}$. A leading-order tunnelling estimate for an imaginary frequency of 500 cm⁻¹ raises both high-pressure constants by 2.7%. It ignores the small height of the barrier on the SiH₂ + H₂ side, so it gives only the order of magnitude. Tunnelling changes both directions together and leaves $K_c$ unaltered.

The temperature and pressure lie in the range of low-pressure silicon deposition from silane. The frequencies and reaction energy are roughly those of the real molecules, but the saddle and collision parameters are model choices. The absolute rates and the depth of fall-off should not be used as silane data. Separate conservation of angular momentum is neglected and its effect has not been sized. In a real reactor silylene also reacts with silane and with surfaces, so its lifetime can be much shorter than 0.31 s and this channel need not reach equilibrium. Those losses do not alter (1) while the gas stays thermal, which includes silylene relaxing before it is consumed. Strong temperature gradients or a plasma can break that condition; the 1000 K case shows how far a 100 K mismatch moves the result in this model.

The complete inputs and values are in the numerical output.

## Values computed for the example and the checks

```
temperature 900 K; total pressure 1 Torr
SiH4: mass 32.116 u, symmetry number 12
  vibrations [2200, 2200, 2200, 2200, 1000, 1000, 900, 900, 900] cm^-1
  rotational constants [2.9, 2.9, 2.9] cm^-1
SiH2: mass 30.1 u, symmetry number 2
  vibrations [2000, 2000, 1000] cm^-1
  rotational constants [8.0, 7.0, 3.7] cm^-1
H2: mass 2.016 u, symmetry number 2
  vibrations [4200] cm^-1
  rotational constants [60.0] cm^-1
saddle: mass 32.116 u, symmetry number 1
  vibrations [2000, 2000, 1000, 2500, 300, 400, 500, 600] cm^-1
  rotational constants [3.0, 2.0, 2.0] cm^-1
reaction energy at 0 K 2.405 eV
insertion barrier 0.050 eV
grain 100 cm^-1; grid top 40000 cm^-1
downward-step decay energy 300 cm^-1
deactivating collision constant 3.0e-10 cm3/s
bath density 1.0729e+16 cm^-3; kB*T 0.07756 eV
reaction enthalpy 2.5296 eV; energy 2.4520 eV
reaction entropy at 1 bar 17.2105 kB
reaction Gibbs energy at 1 bar 1.1948 eV
p0 = 1 bar: K0 2.03843e-07 (no unit), p0/(kB*T) 8.04775e+18 cm^-3
p0 = 1 atm: K0 2.01178e-07 (no unit), p0/(kB*T) 8.15438e+18 cm^-3
p0 = 1 Torr: K0 1.52895e-04 (no unit), p0/(kB*T) 1.07294e+16 cm^-3
K_c 1.64048e+12 cm^-3
k_dec 4.9470e-03 1/s; derived k_ins 3.0156e-15 cm3/s
derived k_ins 1.8160e+09 cm3/(mol s)
capture 1.9933e-11 cm3/s; survival 1.5096e-04
T(K) p(Torr) k_dec(1/s) K_c(cm^-3) k_ins derived, direct(cm3/s)
900 1 4.9470e-03 1.6405e+12 3.0156e-15 3.0092e-15
900 100 2.6045e-01 1.6405e+12 1.5876e-13 1.5843e-13
900 10000 5.1852e+00 1.6405e+12 3.1608e-12 3.1541e-12
800 1 1.7290e-04 3.1217e+10 5.5389e-15 5.5240e-15
1000 1 6.4953e-02 3.8416e+13 1.6908e-15 1.6878e-15
high-pressure k_dec 3.2770e+01 1/s
error factor, high-pressure k_dec used: 6624.15
error factor in k_ins, K0(1 bar) with p0 = 1 atm: 0.98692
error factor in k_ins, 298.15 K in conversion: 0.3313
error factor, internal energy at 1000 K: 15.92
0.1 Torr silane: equilibrium decomposed fraction 0.03834
flux ratio there, decomposition/insertion 1.00213
activation energy of decomposition 2.1113 eV
insertion: derived -0.3407 eV, direct -0.3407 eV
silylene lifetime in 0.1 Torr H2 309.0650 ms
slow-mode fractional correction 1.57e-08
reaction energy error 0.05 eV: k_ins factor 1.905
SiH4 anharmonicity 0.01: its q factor 1.0135
H2 quantum/classical rotation 1.0326
triplet SiH2 at 0.9 eV: relative weight 2.74e-05
tunnelling, 500i cm^-1: both rates factor 1.0266
```
